Does a periodic potential open every gap? The square-well Kronig-Penney model

**Definitions and conventions**

An electron of mass m moves in one dimension, without interaction with other electrons. Its potential repeats with period a = w + b: V = 0 in a well of width w, and V = V0 > 0 in a barrier of width b. Write c = ħ²/(2m). At energy E the wave numbers in well and barrier are

k = √(E/c),  q = √((E − V0)/c).

Every allowed energy is positive, because the kinetic energy is not negative and a solution cannot vanish throughout a barrier. For E > V0 both wave numbers are real and positive.

A Bloch state obeys ψ(x + a) = exp(iKa) ψ(x). Bands are numbered upwards from 1, and gap N lies between bands N and N + 1. A gap is closed when its width is zero, so that the two bands touch.

**The belief and its appeal**

The belief is that a periodic potential opens a gap at every value Ka = Nπ where two free-electron waves, travelling right and left, have the same energy. The potential scatters one wave into the other, standing waves form, and these have different energies because they place their charge differently over the barriers.

For a weak potential this picture gives a formula. Put x = 0 at a barrier centre. The standing waves are cos(Nπx/a) and sin(Nπx/a), both with free energy c(Nπ/a)². The first-order shift of the cosine is

(2/a) V0 ∫ cos²(Nπx/a) dx, taken from −b/2 to b/2,
= V0 b/a + V_N,  V_N = V0 sin(Nπb/a)/(Nπ).

Here cos² = (1 + cos 2θ)/2 was used. For the sine, sin² = (1 − cos 2θ)/2 gives V0 b/a − V_N. The potential does not mix the two waves, since one is even and the other odd. To first order in V0, the gap is therefore

gap N ≈ 2|V_N|.

If V_N ≠ 0, the gap does open for a sufficiently weak potential. The belief goes wrong in extending this result to every strength.

**One period as a matrix**

In a region of constant wave number r, the solution is fixed by ψ and ψ′ at its left end. After a distance d,

ψ(d) = ψ(0) cos rd + ψ′(0) (sin rd)/r,
ψ′(d) = −ψ(0) r sin rd + ψ′(0) cos rd.

Write this as a matrix with rows separated by a semicolon:

T(r, d) = [cos rd, (sin rd)/r ; −r sin rd, cos rd].

Since ψ and ψ′ are continuous at the interfaces, one period starting at the left end of a well gives

M = T(q, b) T(k, w).

Each factor has determinant cos² + sin² = 1, so det M = 1. A Bloch state is an eigenvector of M with eigenvalue exp(iKa). The other eigenvalue must be exp(−iKa), and the trace is 2 cos Ka. The diagonal elements of M are

M₁₁ = cos qb cos kw − (k/q) sin qb sin kw,
M₂₂ = cos qb cos kw − (q/k) sin qb sin kw.

Half their sum is the dispersion relation:

cos Ka = cos kw cos qb − [(k² + q²)/(2kq)] sin kw sin qb.

Energies for which the right side lies between −1 and 1 are allowed.

**What a closed gap requires**

The energy fixes cos Ka. A band energy, followed continuously from K = 0 to K = π/a, therefore cannot take the same value twice. It rises or falls throughout, and its extremes lie at the two ends. As V0 grows from zero, the energies at the two ends cannot become equal, so each band keeps the direction it has for a free electron. The top of band N and the bottom of band N + 1 thus both lie where cos Ka = (−1)^N.

The gap is closed if these two levels coincide. There are then two independent solutions at one energy, both obeying ψ(x + a) = (−1)^N ψ(x). Two independent solutions span all solutions of a second-order equation, so M must be s times the unit matrix, with s = (−1)^N. Conversely, if M has this form, two levels coincide at that K and two bands touch.

The condition M = s·1 means T(k, w) = s T(q, b)⁻¹. The inverse of T(q, b) is T(q, −b), so comparing elements gives

cos kw = s cos qb,
(sin kw)/k = −s (sin qb)/q,
−k sin kw = s q sin qb.

The second line says s sin qb = −(q/k) sin kw. Substitution in the third gives −k sin kw = −(q²/k) sin kw, or

(k² − q²) sin kw = 0.

But k² − q² = V0/c, which is not zero. Hence sin kw = 0, and the second line then gives sin qb = 0. Since k and q are positive,

kw = nπ,  qb = pπ,  n, p = 1, 2, 3, …

A half wavelength is π/k in the well and π/q in the barrier. The well must hold n of them and the barrier p. If both conditions hold, the three matrix equations are satisfied with s = (−1)^(n+p). The condition is therefore necessary and sufficient above the barrier.

No gap closes at or below the barrier top. For E < V0, put q = iκ with κ > 0. The same elimination gives (k² + κ²) sin kw = 0, so sin kw = 0, and the second line would then require sinh κb = 0, which is impossible for b > 0. At E = V0 the barrier matrix is [1, b ; 0, 1], with inverse [1, −b ; 0, 1]. The lower left element requires sin kw = 0, while the upper right requires (sin kw)/k = −s b. These contradict each other.

**Which gap closes**

The closed gap is number N = n + p, as a count of nodes shows. At cos Ka = ±1 the edge states can be chosen real, and even or odd about a barrier centre. Follow one of them as V0 grows from zero. Its number of nodes per period cannot change: nodes could appear or disappear only where ψ and ψ′ vanish together, and then ψ would vanish everywhere. A node leaving the cell at one end is replaced by one entering at the other. For V0 = 0 the two edge states of gap N have N nodes per period, so they keep N nodes.

At a closing, one edge state is a sine in each region, with nodes at the interfaces. The other is a cosine in each region, with antinodes there. Both have n + p nodes per period. Two states of the same parity cannot share an energy, because that parity fixes the solution up to a factor. Levels can therefore meet only at such a closing, and only if they have the same number of nodes. Pairs belonging to different N never change order, and the pair that meets belongs to gap n + p.

**How special the closing is**

The first condition gives E = cπ²n²/w², and the second gives E − V0 = cπ²p²/b². Subtracting them,

V0 = cπ² (n²/w² − p²/b²).

The right side must be positive. For given widths, gap N can close at no more than N − 1 barrier heights, one for each n from 1 to N − 1. Between these heights it is open. Gap 1 never closes for V0 > 0, since n and p are both at least 1. Gap 2 requires n = p = 1 and hence w < b. These statements rest on k² − q² ≠ 0, that is, on one mass in both regions. Suppose well and barrier have different effective masses m_w and m_b, and ψ′/m is continuous at the interfaces. The factor then becomes k²/m_w² − q²/m_b², which can vanish when the barrier mass is the smaller. A gap then also closes where k/m_w = q/m_b and kw + qb = Nπ. For w = b = 0.50 nm, m_w equal to the free mass and m_b = m_w/2, gap 1 closes at V0 = 0.334 eV, with kw = 2π/3.

One limiting case supports the belief in full. Make the barriers narrow and high, with V0 b fixed, until each becomes a repulsive delta function. A barrier then leaves ψ unchanged and adds gψ to ψ′, with g = V0 b/c > 0. A closed gap would require T(k, a) = s [1, 0 ; −g, 1]. The upper right element gives sin ka = 0, and the lower left then gives g = 0, a contradiction. Every gap of the repulsive delta comb is open. A barrier of zero width has no room for half a wavelength.

**One fitting region is not enough**

When qb = pπ, the barrier matrix is (−1)^p times the unit matrix. The barrier reflects nothing at this energy, which might seem sufficient to close a gap. The dispersion relation says otherwise:

cos Ka = (−1)^p cos kw.

Unless kw is also a multiple of π, this lies strictly between −1 and 1. The energy is inside a band, and no gap is there to be closed. Likewise, if only the well fits and E > V0, cos Ka = (−1)^n cos qb, again inside a band. Below the barrier top the same condition gives cos Ka = (−1)^n cosh κb, whose magnitude exceeds 1, so the energy lies inside an open gap. For w = b = 0.50 nm and V0 = 3.0 eV, n = 1 gives E = 1.504 eV and a right side of −11.5.

**A gap that closes**

Take round model parameters: the free-electron mass and w = b = 0.50 nm, so a = 1.00 nm. With c = 0.038100 eV nm², a convenient energy is

E0 = cπ²/w² = 0.038100 × 9.8696/0.25 = 1.504 eV.

Choose n = 2 and p = 1. The barrier height and the energy of the closed gap are

V0 = (4 − 1) E0 = 4.512 eV,
E = 4 E0 = 6.016 eV.

The half wavelength is 0.25 nm in the well and 0.50 nm in the barrier, so the well holds two and the barrier one. Gap 3 must close. The first-order formula, with |sin(3π/2)| = 1, would give

2|V_3| = 2 × 4.5124/(3π) = 0.958 eV.

The computed gap is 0.0000 eV to the printed precision. The weak-potential estimate fails because V0 is three times E0, and so not small.

For equal widths, a closing at this V0 needs n² − p² = 3, or (n − p)(n + p) = 3. The positive integer factors must be 1 and 3, which gives n = 2 and p = 1 again. Gap 3 is therefore the only closed one. Gaps 1, 2 and 4 have widths of 2.094, 1.903 and 0.647 eV.

The numerical check also searches for closings without using the integer rule. For two choices of widths, gaps 1 to 6 and V0 from 0.2 to 40 eV, it finds the closings that the rule predicts and no others. One of them is a closing of gap 2, at V0 = 2.025 eV for w = 0.35 nm and b = 0.60 nm.

For a case in which one region alone fits, keep the equal widths and set V0 = 3.0 eV. At E = 4.504 eV only the barrier fits, and cos Ka = −0.662. At E = 6.016 eV only the well fits, and cos Ka = −0.260. Both energies lie inside bands.

**What the bands do at the closed gap**

Let the energy differ from the closing energy by a small δE. Since k and q vary as square roots, kw and qb change to first order by

α = kw δE/(2E),  β = qb δE/[2(E − V0)].

To second order, the product of cosines in the dispersion relation is (−1)^N (1 − α²/2 − β²/2), and the product of sines is (−1)^N αβ. If K changes by δK, the left side is (−1)^N [1 − (a δK)²/2]. Equating the two sides and multiplying the second-order terms by −2 gives

(a δK)² = α² + β² + (k/q + q/k) αβ.

All terms on the right are positive, since α and β have the same sign. States are allowed just above and just below the closing energy, and δE is proportional to ±δK. The two bands cross as straight lines instead of flattening.

In the example, k/q = 2. Per eV of δE,

α = 2π/(2 × 6.016) = 0.522,
β = π/(2 × 1.504) = 1.044,
(a δK)² = 0.273 + 1.091 + 2.5 × 0.545 = 2.727.

With a = 1.00 nm, the slope |dE/dK| is 1/√2.727 = 0.606 eV nm, in agreement with the computed bands.

This matters for conduction. With two electrons of opposite spin in each Bloch state, six electrons per period fill three bands. In this independent-electron model, such a chain has no energy gap above its filled states when gap 3 is closed.

**How the gap opens again**

The dependence on V0 shows why closing needs tuning. For a normalized state, the first-order change of energy when V0 changes by δV0 is δV0 times the probability of finding the electron in the barrier. The two degenerate states at the closing have opposite parity, so a change of barrier height does not mix them.

The state with nodes at the interfaces has the same magnitude of ψ′ at every interface. It can be written, up to signs, as (sin kx)/k in the well and (sin qx)/q in the barrier, with x measured from an interface. Over whole half wavelengths the average of sin² is 1/2, so the weights are w/(2k²) and b/(2q²). The barrier probability is

P_node = (b/q²)/(w/k² + b/q²) = k²b/(k²b + q²w).

The state with antinodes has equal amplitudes in both regions, and so

P_anti = b/(w + b).

Their difference, over a common denominator, is

P_node − P_anti = bw(k² − q²)/[(k²b + q²w)(w + b)] > 0.

The two levels move at different rates and cross as V0 passes the closing value. The gap opens on either side, with the order of the two states reversed. Near the closing its width is (P_node − P_anti)|δV0|.

For the example, k² = 4q² and w = b give P_node = 4/5 and P_anti = 1/2. The gap grows by 0.30 eV per eV of detuning, to first order:

V0 = 4.0 eV: 0.30 × 0.512 = 0.154 eV; computed gap 0.138 eV.
V0 = 5.0 eV: 0.30 × 0.488 = 0.146 eV; computed gap 0.159 eV.

The linear estimate is off by about 12% and 8% of the computed gap, respectively. Terms of higher order in the detuning account for the difference.

**A zero Fourier component does not close a gap**

The first-order formula can also mislead in the opposite direction. For w = b, V_2 = V0 sin(π)/(2π) = 0. Yet gap 2 is open for every V0 > 0, since its closing requires w < b. Its width at small V0 follows from matching the parity states.

At Ka = 2π the states are periodic, so they have definite parity about the well centre as well as the barrier centre. Write A = kw/2 and B = qw/2. At the right end of a barrier, the even state has ψ′/ψ = −q tan B on the barrier side and +k tan A on the well side. For the odd state, the values are q cot B and −k cot A. Hence

even: k tan A = −q tan B,
odd: k cot A = −q cot B.

For a weak potential, A = π/2 + μ and B = π/2 + ν, with μ and ν small. Using tan(π/2 + μ) = −1/tan μ and cot(π/2 + μ) = −tan μ, then replacing tan μ by μ and tan ν by ν,

even: kν + qμ = 0,
odd: kμ + qν = 0.

The cubic terms omitted here nearly cancel, because μ + ν is of second order and k − q of first order in V0. They enter only at fourth order.

Insert μ = (kw − π)/2 and ν = (qw − π)/2. The even condition becomes 2kqw = π(k + q), and the odd one becomes w(k² + q²) = π(k + q). Now set v = V0/E0 and E = V0/2 + εE0, so that

k² = (π/w)²(ε + v/2),  q² = (π/w)²(ε − v/2).

With u = v/(2ε), expansion of the square roots to second order gives

even: 1/k + 1/q = 2w/π, so √ε = 1 + 3u²/8,
odd: k² + q² = (π/w)(k + q), so √ε = 1 − u²/8.

To this order u = v/2. Squaring gives ε = 1 + 3v²/16 for the even state and ε = 1 − v²/16 for the odd state. The difference is v²/4, and to leading order

gap 2 ≈ E0 v²/4 = V0²/(4E0).

At V0 = 0.2 eV this is 0.04/(4 × 1.504) = 0.00665 eV, and the computed gap is 0.00663 eV. The gap is small, but open. At the same V0, gap 3 is 0.0423 eV, close to its first-order value of 0.0424 eV. Yet gap 3 is the one that closes when the barrier is raised to 4.512 eV. A Fourier component gives only the first-order response to a weak potential; whether a gap is closed at finite strength is decided by the full matching condition.

Computed results

```
well width = barrier width: 0.50 nm, period: 1.00 nm
hbar^2/(2m): 0.038100 eV nm^2
E0 = hbar^2 pi^2/(2 m w^2): 1.5041 eV
closing barrier height V0 (n=2, p=1): 4.5124 eV
energy of the closed gap: 6.0165 eV
half wavelength in well: 0.2500 nm, in barrier: 0.5000 nm
largest deviation of transfer matrix from -1: 9e-11
cos(Ka) at closing energy -0.05 eV: -0.996538
cos(Ka) at closing energy +0.05 eV: -0.996647
gap 1 at closing V0: 2.0941 eV, lower edge 0.7961 eV
gap 2 at closing V0: 1.9032 eV, lower edge 3.0191 eV
gap 3 at closing V0: 0.0000 eV, lower edge 6.0165 eV
gap 4 at closing V0: 0.6471 eV, lower edge 8.1431 eV
gap 5 at closing V0: 0.3331 eV, lower edge 11.6255 eV
gap 6 at closing V0: 0.3365 eV, lower edge 15.7166 eV
first-order estimate of gap 3 at closing V0: 0.9576 eV
|dE/dK| at crossing: formula 0.6056, bands 0.6056 eV nm
barrier probability: node state 0.8000, antinode state 0.5000
dE/dV0 from levels: node 0.8000, antinode 0.5000
gap 3 at V0 = 4.0 eV: 0.1378 eV, linear estimate 0.1537 eV
gap 3 at V0 = 5.0 eV: 0.1595 eV, linear estimate 0.1463 eV
gap 1 at V0 = 0.2 eV: 0.12723 eV, first order 0.12732 eV
gap 2 at V0 = 0.2 eV: 0.00663 eV, second order 0.00665 eV
gap 3 at V0 = 0.2 eV: 0.04233 eV, first order 0.04244 eV
V0 = 3.0 eV, only barrier fits: E = 4.5041 eV, cos(Ka) = -0.6624
V0 = 3.0 eV, only well fits: E = 6.0165 eV, cos(Ka) = -0.2604
search for closings, V0 from 0.2 to 40 eV, gaps 1 to 6:
w=0.50 b=0.50 nm, gap 3, n=2 p=1: found 4.512, rule 4.512 eV
w=0.50 b=0.50 nm, gap 4, n=3 p=1: found 12.033, rule 12.033 eV
w=0.50 b=0.50 nm, gap 5, n=3 p=2: found 7.521, rule 7.521 eV
w=0.50 b=0.50 nm, gap 5, n=4 p=1: found 22.562, rule 22.562 eV
w=0.50 b=0.50 nm, gap 6, n=4 p=2: found 18.050, rule 18.049 eV
w=0.50 b=0.50 nm, gap 6, n=5 p=1: found 36.099, rule 36.099 eV
w=0.35 b=0.60 nm, gap 2, n=1 p=1: found 2.025, rule 2.025 eV
w=0.35 b=0.60 nm, gap 3, n=2 p=1: found 11.234, rule 11.234 eV
w=0.35 b=0.60 nm, gap 4, n=2 p=2: found 8.100, rule 8.100 eV
w=0.35 b=0.60 nm, gap 4, n=3 p=1: found 26.582, rule 26.582 eV
w=0.35 b=0.60 nm, gap 5, n=2 p=3: found 2.878, rule 2.878 eV
w=0.35 b=0.60 nm, gap 5, n=3 p=2: found 23.449, rule 23.449 eV
w=0.35 b=0.60 nm, gap 6, n=3 p=3: found 18.226, rule 18.226 eV
```
